\section*{Debye–Hückel free energy of a dilute electron gas, derived two ways, part 3}

We seek the leading effect of the Coulomb repulsion on the free energy of a dilute, hot gas of $N$ electrons in a volume $\mathcal V$ with a rigid neutralising background. Hartree atomic units with $k_B=1$ are used, with $n=N/\mathcal V$, $T=1/\beta$ and $v(q)=4\pi/q^2$. For carriers of mass $m^*$ in a dielectric $\epsilon_r$, the formulas hold in units $a^*=a_0\epsilon_r/m^*$ and $\mathrm{Ha}^*=\mathrm{Ha}\,m^*/\epsilon_r^2$. With $\kappa=\sqrt{4\pi n\beta}$, $\Lambda=\sqrt{2\pi\beta}$ and $\eta=\kappa\sqrt\beta$,
\begin{equation}
\eta=\beta\kappa\,\sqrt T,\qquad
\eta^2=4\pi n\beta^2=\frac{4\pi}{(2\pi)^{3/2}}\,n\Lambda^3\sqrt\beta=\sqrt{\frac2\pi}\;n\Lambda^3\sqrt\beta .
\label{eq:params}
\end{equation}
The quantum route uses $H_\lambda=H_0+\lambda V$, with $V$ the interaction, the density operator $\rho_{\mathbf q}$, $C_\lambda(q,\tau)=\mathcal V^{-1}\langle\rho_{\mathbf q}(\tau)\rho_{-\mathbf q}\rangle_\lambda$, the structure factor $S_\lambda$ and $\nu_l=2\pi lT$:
\begin{equation}
R_\lambda(q,i\nu_l)=\int_0^\beta d\tau\,e^{i\nu_l\tau}C_\lambda(q,\tau),
\qquad nS_\lambda(q)=C_\lambda(q,0)=T\sum_{l=-\infty}^{\infty}R_\lambda(q,i\nu_l).
\label{eq:fdt}
\end{equation}
For an external potential $\phi$ and the ideal polarisation $\Pi=R_{\lambda=0}$, the random phase approximation is
\begin{equation}
\delta n=-\Pi\,(\phi+\lambda v\,\delta n)\quad\Longrightarrow\quad R_\lambda=\frac{\Pi}{1+\lambda v\Pi}.
\label{eq:rpa}
\end{equation}
For $n\Lambda^3\ll1$ and $\eta\ll1$, the $l=0$ term of the resulting ring free energy per electron is
\begin{equation}
f_0=-\frac\kappa3\left[1-c_0\eta+\frac{\eta^2}{8}-\frac32\,\frac{n\Lambda^3}{2^{5/2}}+\dots\right],
\qquad c_0=\frac{(5\sqrt2-4)\sqrt\pi}{16}.
\label{eq:main}
\end{equation}
The other frequencies give $f_1=-(\kappa/3)\,c_1\eta$ at leading order, with $c_1=0.007873$; exchange gives $f_x=-\kappa^2/8$. Reading $-\kappa/3$ as a correction at fixed chemical potential instead of fixed $n$ shifts the free energy per electron by $+(\beta\kappa^2/8)(1-7\alpha/12)$, $\alpha=\beta\kappa$ (the Legendre shift). The Debye integral $-\pi/3$ fixes the limit $-\kappa/3$, and a unit-square integral fixes $c_0$. A program checks the results.

In the classical route, $g=e^{-\beta W}$ is the pair function and $\psi(r)$ the mean electrostatic energy of an electron at distance $r$ from a fixed one. Assuming $W=\psi$ and $g-1=-\beta\psi$ gives $(\nabla^2-\kappa^2)\psi=-4\pi\delta(\mathbf r)$ and $\psi=e^{-\kappa r}/r$. The cloud's potential at the fixed electron is
\begin{equation}
\psi_{\rm ind}(0)=n\int d^3r\,\frac{g-1}r=-4\pi n\beta\int_0^\infty e^{-\kappa r}dr=-\kappa ,
\label{eq:ind}
\end{equation}
so the potential energy per electron is $u=\frac12\psi_{\rm ind}(0)=-\kappa/2$. The excess free energy per electron, $f$, is now required.

\subsection{From energy to free energy}

In a classical gas the momenta decouple from the positions, so $u$ is the whole excess energy, and the Gibbs--Helmholtz relation $u=\partial(\beta f)/\partial\beta$ at fixed $n$ applies to the excess free energy. At $\beta\to0$ the interaction has no effect and $\beta f\to0$. With $\kappa(\beta')=\kappa\sqrt{\beta'/\beta}$,
\begin{equation}
\beta f=-\frac\kappa{2\sqrt\beta}\int_0^\beta\sqrt{\beta'}\,d\beta'=-\frac\kappa{2\sqrt\beta}\cdot\frac23\beta^{3/2},\qquad f=-\frac\kappa3 .
\end{equation}
The same factor arises as reversible work. Let all charges, the background included, be raised together from 0 to 1 through the value $\gamma$. The Hamiltonian contains $\gamma^2V$, so $df/d\gamma=2\gamma\langle V\rangle_\gamma/N=2u_\gamma/\gamma$. At charge $\gamma$ the screening constant is $\gamma\kappa$, and $u_\gamma=-\frac12\gamma^2\cdot\gamma\kappa$. Thus $f=-\kappa\int_0^1\gamma^2d\gamma=-\kappa/3$. The program solves the radial equation by finite differences, computes the induced potential from the integral in Eq.~(\ref{eq:ind}), performs the charging integral by quadrature, and asserts agreement with $-\kappa/3$ to $10^{-4}$ relative. The free energy is two thirds of the energy because forming the clouds costs entropy: $Ts_{\rm ex}=u-f=-\kappa/6$ per electron.

The quantum result must reproduce this energy. At fixed $n$, $\kappa\propto\beta^{1/2}$ and $\eta\propto\beta$, so the three Boltzmann terms of $\beta f_0$ scale as $\beta^{3/2}$, $\beta^{5/2}$ and $\beta^{7/2}$, and
\begin{equation}
u_0=\frac{\partial(\beta f_0)}{\partial\beta}=-\frac\kappa3\left[\frac32-\frac52c_0\eta+\frac7{16}\eta^2\right]=-\frac\kappa2\left[1-\frac53c_0\eta+\frac7{24}\eta^2\right].
\end{equation}
Here $u_0$ is the share of the zero-frequency term in the excess energy, with its kinetic and potential parts together. The same derivative applied to $f_1$ and $f_x$, with $\beta f_1\propto\beta^{5/2}$ and $\beta f_x\propto\beta^2$, adds $-(\kappa/2)\frac53c_1\eta$ and $-\kappa^2/4$. At $\eta=0.01$ the bracket is $1-0.005670+0.000029=0.994359$, and a finite-difference derivative of the numerical ring integral gives $0.994359$; the assertion in the program covers the terms up to first order in $\eta$.

\subsection{Where the linearisation fails}

The integral (\ref{eq:ind}) is dominated by $r\sim1/\kappa$, where $\beta\psi\sim\beta\kappa$. The condition is therefore $\beta\kappa\ll1$, which says that many electrons share in the cloud: $n/\kappa^3=1/(4\pi\beta\kappa)$. For $r\lesssim\beta$ the linear form fails however small $\beta\kappa$ is, and it even makes $g$ negative where $re^{\kappa r}<\beta$, a range that extends to $r\approx\beta$ as $\beta\kappa\to0$. An estimate of the damage comes from the next term of the exponential, $g-1\ni(\beta\psi)^2/2$, which adds to the energy
\begin{equation}
\frac n2\int4\pi r^2dr\,\frac1r\,\frac{\beta^2e^{-2\kappa r}}{2r^2}=\frac{\beta\kappa^2}4\int\frac{dr}r\,e^{-2\kappa r}\approx\frac{\beta\kappa^2}4\ln\frac1{\kappa r_{\min}} .
\end{equation}
The logarithm is cut off classically at $r_{\min}\sim\beta$, where the full exponential suppresses $g$. This is an estimate of the leading logarithm, not a complete calculation of that order, and it is not tested numerically. It shows that the correction to $-\kappa/2$ is of relative order $\beta\kappa\ln(1/\beta\kappa)$.

\section{What each derivation assumes}

The two routes meet in the structure factor. The Fourier transform of $e^{-\kappa r}/r$ is $4\pi/(q^2+\kappa^2)$, so the classical cloud gives $S(q)=1+n\int(g-1)e^{-i\mathbf q\cdot\mathbf r}d^3r=1-\kappa^2/(q^2+\kappa^2)=q^2/(q^2+\kappa^2)$. The $l=0$ term of Eq.~(\ref{eq:fdt}) with Eq.~(\ref{eq:rpa}) and $\Pi=n\beta$ gives $S=1/(1+\kappa^2/q^2)$, the same function. The reason is visible in $C_0(q,\tau)=n\exp[-q^2\tau(\beta-\tau)/2\beta]$. For $q\sqrt\beta\ll1$ it does not depend on $\tau$, the density operator effectively commutes with the Hamiltonian over the interval $\beta$, and a constant has only the Fourier component $l=0$. Classical statistics is the statement that this holds for all $q$; the ring sum needs it only for $q\sim\kappa$, which is the condition $\eta\ll1$. The charging parameter of the second route is the coupling constant of the first, $\lambda=\gamma^2$.

Both routes make the same mean-field assumption. Equation~(\ref{eq:rpa}) lets ideal particles respond linearly to the average potential; the two steps $W=\psi$ and $g-1=-\beta\psi$ do the same for a source that is one of the particles. Neither route can therefore vouch for terms of relative order $\beta\kappa$, and each shows this from the inside: the ring sum through its dependence on the ensemble, $3\beta\kappa/8$, and the classical theory through the logarithm of the previous section. Their agreement at leading order checks the algebra and the factors. It is not independent evidence for the mean-field closure, whose justification is that the number $1/(4\pi\beta\kappa)$ of electrons per cubic Debye length becomes large as $\beta\kappa\to0$. In the worked example below, with $\beta\kappa=0.147$, this number is only $0.54$.

They differ in what they assume about quantum mechanics. The classical route postulates point particles with Boltzmann statistics. It has no thermal wavelength and no mass, so it cannot state the conditions $\eta\ll1$ and $n\Lambda^3\ll1$, and it contains no exchange term. The ring sum starts from the Fermi gas, yields these conditions, and supplies the corrections in Eq.~(\ref{eq:main}) together with $f_x$. The two kinds of correction compete according to Eq.~(\ref{eq:params}): $\eta/(\beta\kappa)=\sqrt T$. For $T\gg1$ the thermal length $\sqrt\beta$ is larger than the classical distance of closest approach $\beta$, and the diffraction term $c_0\eta$ exceeds $\beta\kappa$ by a power of $T$. It is still not the whole correction of that order to the correlation free energy. The ring sum keeps only the direct second-order term, with $v(q)^2$; for two electrons of equal spin scattered from $\mathbf k,\mathbf k'$ to $\mathbf k+\mathbf q,\mathbf k'-\mathbf q$ there is also an exchange term with $v(q)\,v(|\mathbf k+\mathbf q-\mathbf k'|)$. It has no small-$q$ divergence, because $\int d^3q/q^2$ converges at the origin, so all its momenta are of order $1/\sqrt\beta$. Like $f_x\sim n\beta$ it contains two occupations, and the extra interaction adds the factor $\beta/\sqrt\beta=\sqrt\beta$, the Coulomb energy at the thermal length over $T$. It is therefore of order $n\beta^{3/2}\sim\kappa\eta$ per electron, the same order as $c_0\eta\,\kappa/3$; its coefficient is not computed here. For $T\ll1$ the order is reversed: close collisions are strong before they are smeared out, the terms outside the ring sum dominate the error, and $c_0\eta$ refines an approximation whose own error is larger. In that regime the classical picture has the advantage, because the unlinearised factor $e^{-\beta W}$ shows what cuts off the short-distance behaviour, which the ring sum treats only as a weak perturbation.

That nondegeneracy alone does not give $-\kappa/3$ is seen in a state with $n\Lambda^3=0.010$ and $T=6.366\times10^{-5}$ Ha, for which $\eta=1.000$. The zero-frequency term, computed with the Fermi polarisation, is $0.7487$ of $-\kappa/3$, a shortfall of a quarter. The same state has $\beta\kappa=125.3$, so it is strongly coupled and neither $f_0$ nor $-\kappa/3$ describes its actual free energy. This is the general situation by Eq.~(\ref{eq:params}): a nondegenerate gas with $\eta\sim1$ must have $T\ll1$ and hence $\beta\kappa=\eta/\sqrt T\gg1$.

Both routes also assume a rigid, structureless background, and in a doped semiconductor the compensating charge consists of discrete ionised donors. The size of what is left out follows from the classical route. A fixed point charge raised from 0 to 1 in a carrier gas whose own charges stay at full strength sees the induced potential $-\gamma\kappa$ with $\kappa$ constant, so the work is $-\kappa\int_0^1\gamma\,d\gamma=-\kappa/2$ per donor; the finite-difference solution tests this value too. For uncorrelated donor positions the cross terms between donors average out: the second-order free energy $-(1/2\mathcal V)\sum_{\mathbf q\neq0}R(q,0)v^2|\rho^d_{\mathbf q}|^2$ has $\langle|\rho^d_{\mathbf q}|^2\rangle=N_d$ and $Rv^2=v\kappa^2/(q^2+\kappa^2)$, which gives $-(N_d\kappa^2/\pi)\int_0^\infty dq/(q^2+\kappa^2)=-N_d\kappa/2$. With one donor per carrier this linear-screening term is of the same order as $-\kappa/3$ and larger. The result derived here is the carrier--carrier part of the free energy, not the whole electrostatic correction of a doped crystal. Linear screening of an attractive centre also ignores bound states, so all donors are assumed ionised.

\section{Worked example}

Take round model parameters for one parabolic valley: $m^*=0.1$, $\epsilon_r=10$, $T=300$ K, $n=10^{16}\ \mathrm{cm^{-3}}$. The units are $\mathrm{Ha}^*=(0.1/10^2)\,\mathrm{Ha}=27.2114$ meV and $a^*=(10/0.1)\,a_0=5.2918$ nm. In these units $T=0.95004$, $\beta=1.05258$ and $n=10^{16}\times(5.2918\times10^{-7})^3=1.48185\times10^{-3}$. Then
\begin{align}
\Lambda&=\sqrt{2\pi\times1.05258}=2.5717, & n\Lambda^3&=1.48185\times10^{-3}\times2.5717^3=0.02520,\nonumber\\
\kappa&=\sqrt{4\pi\times1.48185\times10^{-3}\times1.05258}=0.14000, & \beta\kappa&=1.05258\times0.14000=0.14736,
\end{align}
and $\eta=0.14000\times\sqrt{1.05258}=0.1436$. The Debye length is $7.1427\,a^*=37.80$ nm. The fugacity from the Fermi density integral is $z=0.01266$, slightly above $n\Lambda^3/2=0.01260$, as the negative $z^2$ term in $n(z)$ requires. The Debye--H\"uckel value is
\begin{equation}
-\frac\kappa3=-0.046667\ \mathrm{Ha}^*=-1.27\ \mathrm{meV},
\end{equation}
and the finite-difference charging calculation gives $-0.046668\ \mathrm{Ha}^*$. In units of $T$ the correction is $\beta\kappa/3\approx0.05$.

The bracket of Eq.~(\ref{eq:main}) is $1-0.04887+0.00258-0.00668=0.94703$, where $c_0\eta=0.340208\times0.14364=0.04887$. The numerical $l=0$ integral with the full Fermi polarisation gives $0.94751$, that is $f_0=-0.044218\ \mathrm{Ha}^*=-1.20$ meV. The difference of $0.00048$ in the ratio lies below the asserted tolerance $\eta^3\approx0.003$. The nonzero frequencies sum to $f_1=-5.2736\times10^{-5}\ \mathrm{Ha}^*$, against the leading formula $-0.046667\times0.007873\times0.14364=-5.277\times10^{-5}\ \mathrm{Ha}^*$, and amount to $1.193\times10^{-3}$ of $f_0$. The full ring sum is $-0.044218-0.000053=-0.044271\ \mathrm{Ha}^*$, again $-1.20$ meV. The zero-frequency term thus carries the ring sum to about one part in a thousand, while it falls short of $-\kappa/3$ by 5\% of $\kappa/3$, mostly through the diffraction term.

These digits describe the ring sum, not the model's exact free energy. The exchange term is $-0.002443\ \mathrm{Ha}^*$ by quadrature, against $-\kappa^2/8=-0.002450\ \mathrm{Ha}^*$, which is 5\% of $\kappa/3$ in magnitude. The ensemble ambiguity $\beta\kappa^2/8=0.002579\ \mathrm{Ha}^*$ is between 5 and 6\% of $\kappa/3$, and the terms outside the ring sum are of relative order $\beta\kappa\approx0.15$, up to a logarithm, and, through second-order exchange, of relative order $\eta\approx0.14$, with coefficients not computed here. With $T$ close to $1\ \mathrm{Ha}^*$, $\eta$ and $\beta\kappa$ are nearly equal, so the diffraction correction and the omitted terms are of the same formal order. The logarithmic term estimated above is positive, and the second-order exchange term has the sign opposite to the negative direct term, so both reduce the magnitude of the result. The correlation free energy of the model is therefore expected to lie somewhat above the ring value, at roughly $-1.1$ to $-1.2$ meV per carrier, and its second figure is not fixed by this calculation. Linear screening of fixed point donors by classical carriers would add $-0.0700\ \mathrm{Ha}^*$ per donor; this value leaves out the diffraction of the carriers and their nonlinear response to the attractive centre, so its digits are not those of a real donor.

The approach to the limit at 300 K is shown by varying the density, with $r_0=f_0/(-\kappa/3)$ and $r_1=f_1/(-\kappa/3)$ from the Fermi polarisation:
\begin{center}
\begin{tabular}{cccccc}
$n$ (cm$^{-3}$) & $n\Lambda^3$ & $\eta$ & $\beta\kappa$ & $r_0$ & $r_1$\\
$10^{14}$ & 0.00025 & 0.0144 & 0.0147 & 0.99507 & $1.13\times10^{-4}$\\
$10^{15}$ & 0.00252 & 0.0454 & 0.0466 & 0.98415 & $3.58\times10^{-4}$\\
$10^{16}$ & 0.02520 & 0.1436 & 0.1474 & 0.94751 & $1.13\times10^{-3}$\\
$10^{17}$ & 0.25203 & 0.4542 & 0.4660 & 0.81886 & $3.55\times10^{-3}$
\end{tabular}
\end{center}
At the lowest density the shortfall $1-r_0=0.0049$ equals $c_0\eta=0.3402\times0.0144=0.0049$. At fixed $T$, $\eta\propto\sqrt n$, so the linear law predicts a factor $\sqrt{10}$ per decade; $r_1$ follows it closely, and $1-r_0$ grows somewhat faster, through $0.0049$, $0.0159$, $0.0525$ and $0.1811$. Over the first three rows Eq.~(\ref{eq:main}) accounts for the excess up to its omitted terms: its two terms linear in $n$ have opposite signs, and at this temperature the degeneracy term outweighs $\eta^2/8$, by $0.00668$ against $0.00258$ at $10^{16}\ \mathrm{cm^{-3}}$. At $10^{17}\ \mathrm{cm^{-3}}$ none of the three parameters is small. The static term still dominates the ring sum, with $r_1/r_0$ below one percent, but it is 18\% short of $-\kappa/3$, and with $\beta\kappa=0.47$ the ring sum has no claim to quantitative accuracy.

\section*{Numbers as computed}
\begin{verbatim}
Debye integral = -1.04719755; unit-square integral = 0.568516
c0 = 0.340208; c1 = 0.007873; c0-c1 = 0.332335
eta = 0.01: Boltzmann f0/(-kappa/3) = 0.9966104; f1/(-kappa/3) = 7.8728e-05
eta = 0.01: u0/(-kappa/2) = 0.994359
beta*kappa = 0.010: Legendre shift/(beta kappa^2/8) = 0.9942
counterexample: n Lam^3 = 0.010, T = 6.366e-05 Ha, eta = 1.000
  beta*kappa = 125.3, f0/(-kappa/3) = 0.7487
example: m* = 0.1 m_e, eps = 10.0, T = 300.0 K, n = 1e+16 cm^-3
Ha* = 27.2114 meV; a* = 5.2918 nm
T = 0.95004 Ha*; beta = 1.05258 1/Ha*; n = 1.48185e-03 a*^-3
Lam = 2.5717 a*; n Lam^3 = 0.02520; z = 0.01266
kappa = 0.14000 1/a*; Debye length = 7.1427 a* = 37.80 nm
eta = 0.14364; beta*kappa = 0.14736
-kappa/3 = -0.046667 Ha* = -1.2699 meV
Poisson-Boltzmann charging, all charges = -0.046668 Ha*
c0 eta = 0.04887; eta^2/8 = 0.00258; degeneracy term = 0.00668
f0/(-kappa/3): expansion = 0.94703; numerical = 0.94751
f0 numerical = -0.044218 Ha* = -1.2032 meV
f1 numerical = -5.2736e-05 Ha*; leading formula = -5.2772e-05 Ha*
f1/f0 = 1.193e-03
full ring sum = -0.044271 Ha* = -1.2047 meV
exchange numerical = -0.002443 Ha*; -kappa^2/8 = -0.002450 Ha*
Legendre shift beta kappa^2/8 = 0.002579 Ha*
fixed point donor screening = -0.070001 Ha* per donor
scan: n (cm^-3), n Lam^3, eta, beta*kappa, -kappa/3 (Ha*), f0 ratio, f1 ratio
1e+14 0.00025 0.0144 0.0147 -0.004667 0.99507 1.13e-04
1e+15 0.00252 0.0454 0.0466 -0.014758 0.98415 3.58e-04
1e+16 0.02520 0.1436 0.1474 -0.046667 0.94751 1.13e-03
1e+17 0.25203 0.4542 0.4660 -0.147575 0.81886 3.55e-03
\end{verbatim}
